\section*{Decay of a surface corrugation by isotropic surface diffusion}

A crystalline solid of one component has the surface $z=h(x,t)$, uniform along $y$, with solid below and vacuum above. It is hot enough for atoms to move along the surface. The surface energy per area $\gamma$ and the surface mobility do not depend on orientation, and the surface is smooth: its atomic steps are much closer together than the period of any corrugation. Until part (g), atoms neither leave the surface for the vacuum nor move through the bulk, and the solid is free of stress. The problem is to find how the corrugation $h=a\cos kx$ changes with time, and how far the answer can be trusted for a copper film.

Subscripts $x$, $z$ and $t$ on $h$ and on potentials denote derivatives. The atomic volume is $\Omega$, the arc length along the profile is $s$, and $k_BT$ is the thermal energy.

\section*{(a) The chemical potential of a curved surface}

\textbf{Question.} Find the energy needed to add one atom at a given point of the profile, relative to a flat surface.

\textbf{Solution.} Per unit depth along $y$, the surface energy is
\begin{equation}
F=\gamma\int\sqrt{1+h_x^2}\,dx .
\end{equation}
Raise the profile by a small periodic function $\eta(x)$. To first order, and after an integration by parts whose boundary terms cancel over a period,
\begin{equation}
\delta F=\gamma\int\frac{h_x\eta_x}{\sqrt{1+h_x^2}}\,dx
=-\gamma\int\eta\,\partial_x\!\left(\frac{h_x}{\sqrt{1+h_x^2}}\right)dx .
\end{equation}
The derivative in the last integral is
\begin{equation}
\frac{h_{xx}}{(1+h_x^2)^{1/2}}-\frac{h_x^2h_{xx}}{(1+h_x^2)^{3/2}}
=\frac{h_{xx}}{(1+h_x^2)^{3/2}}\equiv-\kappa ,
\end{equation}
which defines the curvature $\kappa$, positive on a crest. The number of added atoms is $\int\eta\,dx/\Omega$. Since $\delta F=\int\gamma\kappa\,\eta\,dx$, the energy per added atom is
\begin{equation}
\mu=\gamma\Omega\kappa .
\end{equation}
An atom on a crest has a higher chemical potential than one in a valley, so on a sinusoidal profile matter moves downhill. Gravity plays no part in this: the flux follows the change of curvature, not the height, and on other profiles it can run uphill in places.

\section*{(b) The flux along the surface}

\textbf{Question.} The moving atoms are a dilute gas of adatoms with diffusivity $D_{\rm ad}$ and density $c_{\rm eq}$ on a flat surface. Find their flux when they are in local equilibrium with the solid. How fast must they exchange with the solid for this to hold?

\textbf{Solution.} The chemical potential of a dilute gas, measured from the flat surface, is $k_BT\ln(c/c_{\rm eq})$. Setting it equal to $\mu$ gives $c=c_{\rm eq}e^{\mu/k_BT}$. Fick's law then gives
\begin{equation}
J=-D_{\rm ad}\frac{\partial c}{\partial s}
=-\frac{D_{\rm ad}c_{\rm eq}}{k_BT}\,e^{\mu/k_BT}\frac{\partial\mu}{\partial s}
\simeq-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial s},
\end{equation}
where the last step needs $|\mu|\ll k_BT$. Here $\nu=\Omega^{-2/3}$ is a density of surface sites, and $D_s$, the mass-transfer diffusion coefficient, is defined by $D_s\nu=D_{\rm ad}c_{\rm eq}$. It contains the scarcity of adatoms and is smaller than $D_{\rm ad}$ when $c_{\rm eq}<\nu$.

Now let adatoms join the solid at the net rate $r(c-c_{\rm eq}e^{\mu/k_BT})$ per area. For a nearly flat surface with $\mu=\hat\mu\cos kx$, write $c=c_{\rm eq}+\hat c\cos kx$. If the adatom density adjusts quickly compared with the profile, diffusion balances exchange:
\begin{equation}
-D_{\rm ad}k^2\hat c=r\left(\hat c-\frac{c_{\rm eq}\hat\mu}{k_BT}\right)
\quad\Rightarrow\quad
\hat c=\frac{c_{\rm eq}\hat\mu/k_BT}{1+D_{\rm ad}k^2/r}.
\end{equation}
Local equilibrium therefore requires $r\gg D_{\rm ad}k^2$. A hopping model on a ring of 200 sites tests this factor. With $D_{\rm ad}k^2/r=9.9\times10^{-4}$ the transport is 0.9989 of its local-equilibrium value, and with $r=D_{\rm ad}k^2$ it is 0.5000, as the formula requires within the lattice error. Fast exchange is assumed from here on.

\section*{(c) The equation of motion}

\textbf{Question.} Combine (a) and (b) with the conservation of atoms, without assuming small slopes.

\textbf{Solution.} Where more atoms arrive than leave, the surface advances along its normal at the speed $v_n=-\Omega\,\partial J/\partial s$. In a time $dt$ the area added above $dx$ is $h_t\,dx\,dt$, and it also equals $v_n\,ds\,dt$. With $ds=\sqrt{1+h_x^2}\,dx$,
\begin{equation}
h_t=\sqrt{1+h_x^2}\;v_n=-\Omega\,\partial_xJ .
\end{equation}
Inserting $J$, with $\partial_s=(1+h_x^2)^{-1/2}\partial_x$ and $\mu=\gamma\Omega\kappa$, gives
\begin{equation}
h_t=-B\,\partial_x\!\left[\frac{1}{\sqrt{1+h_x^2}}\,
\partial_x\frac{h_{xx}}{(1+h_x^2)^{3/2}}\right],
\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\label{eq:full}
\end{equation}
The minus sign comes from $\kappa=-h_{xx}/(1+h_x^2)^{3/2}$. The right side is a total derivative, so the mean height is conserved.

\section*{(d) Small corrugations}

\textbf{Question.} Solve the equation for $h=a(t)\cos kx$ with $ak\ll1$, and explain the power of $k$ in the rate.

\textbf{Solution.} Both factors $1+h_x^2$ differ from one by at most $(ak)^2$. Dropping this difference leaves the linear equation
\begin{equation}
h_t=-B\,h_{xxxx}.
\end{equation}
Four derivatives of $\cos kx$ give $k^4\cos kx$, so $da/dt=-Bk^4a$ and
\begin{equation}
a(t)=a(0)\,e^{-Rt},\qquad R=Bk^4 .
\end{equation}
This is Mullins' result. Two powers of $k$ come from the curvature that drives the motion, one from the gradient of $\mu$ that sets the flux, and one from the divergence of the flux that changes the height. Halving the period at fixed temperature and material multiplies the rate by 16.

Because the equation is linear, the Fourier components of a general shallow profile decay independently. The third harmonic of a grating decays $3^4=81$ times faster than its fundamental, so a shallow periodic profile approaches a sinusoid with the period of its fundamental, provided that the fundamental is present.

If exchange is slow, $r\ll D_{\rm ad}k^2$, the factor from (b) turns the rate into $Bk^4\,r/(D_{\rm ad}k^2)$, which is proportional to $k^2$. The fourth power thus depends on local equilibrium as well as on the path of the atoms.

\section*{(e) The first effect of finite slope}

\textbf{Question.} Find the leading correction to the decay of the fundamental.

\textbf{Solution.} Expand Eq.~(\ref{eq:full}) to third order in $h$:
\begin{equation}
h_t=-Bh_{xxxx}+B\,\partial_x\!\left[\tfrac12h_x^2h_{xxx}
+\tfrac32\,\partial_x(h_x^2h_{xx})\right].
\end{equation}
The first cubic term comes from the longer path along a sloping surface, the second from the slope dependence of the curvature. For $h=a\cos kx$,
\begin{align}
h_x^2h_{xxx}&=a^3k^5\sin^3kx=\tfrac14a^3k^5(3\sin kx-\sin3kx),\\
h_x^2h_{xx}&=-a^3k^4\sin^2kx\cos kx=-\tfrac14a^3k^4(\cos kx-\cos3kx).
\end{align}
Keep the parts with wavenumber $k$. One derivative of the first, times $\tfrac12$, gives $\tfrac38a^3k^6\cos kx$. Two derivatives of the second, times $\tfrac32$, also give $\tfrac38a^3k^6\cos kx$. Hence
\begin{equation}
\frac{da}{dt}=-Ra\left[1-\tfrac34(ak)^2\right].
\end{equation}
The third harmonic produced here is smaller than $a$ by a factor of order $(ak)^2$, and it changes the relative decay rate of the fundamental at order $(ak)^4$, which is neglected.

To integrate, set $w=1/(ak)^2$. Then $dw/dt=-2w\,a^{-1}da/dt=2R(w-\tfrac34)$, so $w-\tfrac34$ grows as $e^{2Rt}$. With $a_0=a(0)$ and $u=(a_0k)^2$,
\begin{equation}
a(t)=\frac{a_0e^{-Rt}}{\sqrt{1-\tfrac34u\,(1-e^{-2Rt})}} .
\label{eq:slope}
\end{equation}
A finite slope slows the decay at this order.

\section*{(f) A copper film at 1000 K}

\textbf{Question.} A copper film 1~$\mu$m thick carries a corrugation of period 1000~nm and amplitude 20~nm. Take the rough values $\gamma=1.7$~J/m$^2$, fcc cube edge 0.36~nm and $D_s=10^{-6}$~cm$^2$/s. How long does the corrugation last?

\textbf{Solution.} An fcc cube holds four atoms, so $\Omega=0.36^3/4=0.0117$~nm$^3$ and $\nu=\Omega^{-2/3}=19.4$~nm$^{-2}$. In the units nm, s and eV, $D_s=10^8$~nm$^2$/s, $\gamma=10.6$~eV/nm$^2$ and $k_BT=0.0862$~eV. Therefore
\begin{equation}
B=\frac{10^8\times10.6\times0.0117^2\times19.4}{0.0862}
\simeq3.3\times10^7\ \mathrm{nm^4/s}.
\end{equation}
With $k=2\pi/1000=0.00628$~nm$^{-1}$, the rate is $R=Bk^4=0.051$~s$^{-1}$ and the lifetime is $1/R\simeq20$~s. The linear law predicts a tenfold fall, from 20 to 2~nm, in $\ln10/R\simeq45$~s. With the same material and temperature, a period of 500~nm has a lifetime of 1.2~s, and one of 2000~nm has about 320~s.

A numerical solution of the nonlinear motion tests these rates. The surface is a polygon with 160 nodes over 2000~nm. Chemical potentials come from the change of its length when a node is raised, and atoms are conserved as they flow along its edges. Three superposed cosines of amplitude 0.01~nm, with periods 2000, 1000 and 500~nm, decay at 0.00317, 0.0507 and 0.809~s$^{-1}$, against 0.00317, 0.0508 and 0.812~s$^{-1}$ from $Bk^4$. The fitted power of $k$ is 3.997. The deficit, 0.4\% for the shortest period, is the error of the grid: for node spacing $\Delta$, finite differences replace $k^4$ by $[2\sin(k\Delta/2)/\Delta]^4\simeq k^4[1-(k\Delta)^2/6]$, and $k\Delta=0.157$ there.

For the 20~nm corrugation the largest slope is $ak=0.126$, and the initial rate is reduced by $\tfrac34(0.126)^2\simeq1.2\%$. At the time when the linear law gives one tenth, Eq.~(\ref{eq:slope}) predicts an amplitude 0.59\% above the small-slope value. A polygon with 96 nodes over one period of 1000~nm gives the same 0.59\% when compared with a very shallow corrugation on the same grid. The largest $\mu/k_BT$ is $1.1\times10^{-3}$, so linearising the exponential in (b) is safe.

\section*{(g) What the model leaves out}

\textbf{Question.} Estimate, for the same film, the effects of bulk diffusion, evaporation, anisotropy and film stress. Use rough values: bulk diffusivity $D_v=10^{-11}$~cm$^2$/s, vapour pressure $P=10^{-8}$~Torr, atomic mass $m=63.5$~u, stress $\sigma=10$~MPa, Young's modulus $E=100$~GPa and Poisson's ratio $\nu_P=0.35$. For the anisotropy take $\gamma(\theta)=\gamma(1+\epsilon\cos4\theta)$ with $\epsilon=0.01$, where $\theta$ is the tilt from the mean surface.

\textbf{Solution.} \emph{Bulk diffusion.} Bulk atoms move by exchange with vacancies, which are scarce and therefore diffuse much faster than $D_v$ suggests. If $\mu$ thus reaches a steady state quickly compared with the decay, it obeys Laplace's equation in the solid and falls off below the surface as $e^{kz}$; since $kd=6.3$ for thickness $d$, the substrate hardly matters. The bulk holds $1/\Omega$ atoms per volume, so the upward flux at the surface is $-(D_v/\Omega k_BT)k\mu$. Multiplying by $\Omega$ and using $\mu=\gamma\Omega k^2h$ gives the added decay rate
\begin{equation}
R_v=\frac{D_v\gamma\Omega k^3}{k_BT}=3.6\times10^{-4}\ \mathrm{s^{-1}},
\end{equation}
which is 0.7\% of $R$. While $kd\gg1$, the ratio $R_v/R$ varies as $1/k$, so bulk diffusion gains weight as the period grows.

\emph{Evaporation.} In equilibrium a flat surface emits as many atoms as strike it from its vapour, $\Phi=P/\sqrt{2\pi mk_BT}$ per area and time if every arriving atom sticks. Into vacuum, a surface of potential $\mu$ emits $\Phi e^{\mu/k_BT}$. The excess $\Phi\mu/k_BT$ removes crests at the rate $\Omega^2\Phi\gamma k^2/k_BT=9\times10^{-9}$~s$^{-1}$, about $2\times10^{-7}$ of $R$.

\emph{Anisotropy.} For small slopes $\theta\simeq h_x$. With primes for derivatives at $\theta=0$, the energy per length is
\begin{equation}
\gamma(\theta)\sqrt{1+h_x^2}\simeq\gamma(0)+\gamma'h_x
+\tfrac12\left[\gamma(0)+\gamma''\right]h_x^2 .
\end{equation}
The linear term integrates to zero over a period. The stiffness $\gamma(0)+\gamma''$ thus takes the place of $\gamma$ in $B$. Here it is $\gamma(1+\epsilon-16\epsilon)=0.85\,\gamma$: a 1\% anisotropy lowers the rate by 15\% and lengthens the lifetime from 20 to 23~s. In the same model, a mean surface turned by $45^\circ$ has the sign of $\epsilon$ reversed, and its rate rises by 15\%. The stiffness also varies along the profile, which for $\epsilon=0.01$ changes the initial slope correction of (f) from 1.2\% to about 0.6\%. This smooth $\gamma(\theta)$ leaves out facets, which are discussed below.

\emph{Stress.} Let the flat film have equal stresses $\sigma$ along $x$ and $y$, and treat it as deep and elastically isotropic. The Airy function
\begin{equation}
\chi=\tfrac12\sigma z^2-\sigma a\,z\,e^{kz}\cos kx
\end{equation}
is biharmonic, because its second term is $z$ times a harmonic function. At the surface, to first order in $a$, it gives $\sigma_{xx}=\chi_{zz}=\sigma-2\sigma ak\cos kx$, $\sigma_{zz}=\chi_{xx}=0$ and $\sigma_{xz}=-\chi_{xz}=-\sigma ak\sin kx$. The tangential traction $\sigma_{xz}-h_x\sigma$ vanishes, as a free surface requires. Surface stress is left out here. If it is comparable with $\gamma$, it adds corrections to the driving force of relative order $\sigma/E$ and $\gamma k/E$, both about $10^{-4}$, so the fraction found below gives only the order of magnitude of the elastic effect. The strain along the ridges cannot change, so $\delta\sigma_{yy}=\nu_P\,\delta\sigma_{xx}$. The elastic energy density $(\sigma_{xx}^2+\sigma_{yy}^2-2\nu_P\sigma_{xx}\sigma_{yy})/2E$ then changes by
\begin{equation}
\delta w=\frac{(1-\nu_P^2)\,\sigma\,\delta\sigma_{xx}}{E}
=-\frac{2(1-\nu_P^2)\sigma^2ak}{E}\cos kx .
\end{equation}
An added atom brings the energy $\Omega w$ with it; for fixed displacements at the distant boundaries, relaxation of the equilibrium elastic field adds nothing at first order. The term $\Omega\,\delta w$ opposes $\gamma\Omega k^2a\cos kx$ and reduces it by the fraction $2(1-\nu_P^2)\sigma^2/(E\gamma k)=1.6\times10^{-4}$. The fraction grows as $\sigma^2$. Above one, the corrugation would grow instead of decaying, but at this period that would take about 0.8~GPa, far more than copper can carry at 1000~K.

\emph{The real film.} The parameters are rough values for clean copper, and $D_s$ is the least certain. Since $R$ is proportional to $D_s$, an error in $D_s$ moves the 20~s lifetime by the same factor. A factor of three, taken as an example and not as a bound, already exceeds all the corrections above. Of the assumptions sized here, isotropy is the one that fails most, by about 15\% for the assumed $\epsilon=0.01$. This figure is $15\epsilon$ for a model form of $\gamma(\theta)$, not a measured property of copper, and the real change depends on the orientation. Three further limits are not sized. If adatoms exchange slowly with the solid, the rate is multiplied by the factor $1/(1+D_{\rm ad}k^2/r)$ from (b). On a true facet $\gamma(\theta)$ has a cusp, $\gamma''$ does not exist and the linear theory fails. The (111) and (100) faces of copper are facets at this temperature, and (110) may be one. The result therefore needs a mean surface tilted away from such faces by well over the largest slope angle of the corrugation. It also needs the stiffness at that tilt in place of $\gamma$, and the value of $D_s$ at that tilt for flow along $x$, since the mobility of a real surface depends on orientation too. In a polycrystalline film, grooves form at grain boundaries and spread by the same surface diffusion. Within one lifetime they reach inward by a good part of a period, and they keep growing while the corrugation fades. To follow a tenfold fall, one should therefore stay well over a period away from the boundaries, in grains several periods wide. A measured decay tests the mechanism best through several periods at one temperature: within these models, the power of $k$ is four for surface diffusion with fast exchange, three for bulk diffusion while $kd\gg1$, and two for evaporation. A power of two alone does not identify evaporation, since slow adatom exchange gives it too. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough values for copper)
temperature = 1000 K
surface energy = 1.7 J/m^2
fcc cube edge = 0.36 nm
surface diffusion coefficient = 1e-06 cm^2/s
bulk diffusion coefficient = 1e-11 cm^2/s
vapour pressure = 1e-08 Torr
atomic mass = 63.5 u
anisotropy coefficient = 0.01
film stress = 10 MPa
Young modulus = 100 GPa
Poisson ratio = 0.35
period = 1000 nm
initial amplitude = 20 nm
film thickness = 1000 nm
DERIVED
k_B T = 0.08617 eV
surface energy = 10.611 eV/nm^2
atomic volume = 0.01166 nm^3
site density = 19.44 nm^-2
wavenumber k = 0.006283 nm^-1
B = 3.2571e+07 nm^4/s
decay rate B k^4 = 0.05076 s^-1
lifetime = 19.70 s
time to one tenth, linear law = 45.36 s
NONLINEAR SIMULATION, THREE SMALL MODES TOGETHER
period 2000 nm: simulated rate = 0.003172 s^-1
   B k^4 = 0.003173 s^-1, lifetime = 315.189 s
period 1000 nm: simulated rate = 0.050711 s^-1
   B k^4 = 0.050763 s^-1, lifetime = 19.699 s
period 500 nm: simulated rate = 0.808876 s^-1
   B k^4 = 0.812210 s^-1, lifetime = 1.231 s
fitted power of k = 3.9972
HOPPING MODEL, TRANSPORT / LOCAL-EQUILIBRIUM LAW
fast exchange = 0.9989
exchange rate equal to D_ad k^2 = 0.5000
SIZE OF NEGLECTED EFFECTS
largest initial slope a k = 0.1257
initial rate reduction by slope = 1.18 %
amplitude excess at that time, simulated = 0.588 %
amplitude excess, cubic theory = 0.591 %
peak mu/(k_B T) = 1.13e-03
bulk diffusion rate = 3.56e-04 s^-1
bulk / surface rate = 0.70 %
evaporation rate = 9.22e-09 s^-1
evaporation / surface rate = 1.8e-07
stiffness / mean surface energy = 0.850
stress / capillary driving force = 1.64e-04
\end{verbatim}
